# Why backscattering from strained (001) diamond crystals sees only the singlet phonon: a program that tests the result

```python
# Result under test: in ideal backscattering along z from a biaxially strained
# (001) diamond-structure crystal, the phonon with u along z (singlet) scatters
# as d^2 sin^2(phi_i + phi_s), while those with u along x, y (doublet) are silent.
# u: relative sublattice displacement; R_k = d(chi)/d(u_k): Raman tensor;
# p, q: phonon deformation potentials; NA: numerical aperture; N: complex index.
# The microscopic model uses dimensionless units with bonds (1,1,1) etc.
import numpy as np
from scipy.optimize import minimize_scalar

BONDS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]], float)
I3 = np.eye(3)
STEP = 1e-3


def energy(u, strain):
    v = BONDS @ (I3 + strain).T + u
    gram = v @ v.T
    stretch = np.sum((np.diag(gram) - 3.0) ** 2)
    bend = np.sum((gram[np.triu_indices(4, 1)] + 1.0) ** 2)
    return stretch + 0.3 * bend


def polarizability(u, strain):
    total = np.zeros((3, 3))
    for v in BONDS @ (I3 + strain).T + u:
        r = np.linalg.norm(v)
        along = 1.0 + 2.0 * (r - np.sqrt(3))
        across = 0.4 + 0.3 * (r - np.sqrt(3))
        total += across * I3 + (along - across) * np.outer(v, v) / r**2
    return total


def gradient(u, strain):
    return np.array([(energy(u + STEP * a, strain) - energy(u - STEP * a, strain))
                     / (2 * STEP) for a in I3])


def hessian(u, strain):
    h = np.array([(gradient(u + STEP * a, strain) - gradient(u - STEP * a, strain))
                  / (2 * STEP) for a in I3])
    return (h + h.T) / 2


def relaxed_position(strain):
    u = np.zeros(3)
    for _ in range(6):
        u = u - np.linalg.solve(hessian(u, strain), gradient(u, strain))
    return u


def raman_tensors(strain):
    u = relaxed_position(strain)
    return np.array([(polarizability(u + STEP * a, strain)
                      - polarizability(u - STEP * a, strain)) / (2 * STEP) for a in I3])


def modes_and_brightness(strain):
    """Force constants, eigenvectors and in-plane intensity; singlet-like mode last."""
    k, vec = np.linalg.eigh(hessian(relaxed_position(strain), strain))
    order = np.argsort(np.abs(vec[2]))
    k, vec = k[order], vec[:, order]
    tensors = np.einsum('km,kab->mab', vec, raman_tensors(strain))
    return k, vec, np.sum(tensors[:, :2, :2] ** 2, axis=(1, 2))


# --- Raman tensors of the unstrained crystal
unstrained = raman_tensors(np.zeros((3, 3)))
d_model = unstrained[2, 0, 1]
expected = np.zeros((3, 3, 3))
for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    expected[a, b, c] = expected[a, c, b] = d_model
assert abs(d_model) > 0.1
assert np.allclose(unstrained, expected, atol=1e-8)

# --- Finite strain: splitting, mode directions, silence of in-plane modes
biaxial = np.diag([0.01, 0.01, -0.0077])
k_bi, vec_bi, bright_bi = modes_and_brightness(biaxial)
assert abs(k_bi[0] - k_bi[1]) < 1e-6 * k_bi[2]
assert abs(k_bi[2] - k_bi[0]) > 1e-3 * k_bi[2]
assert abs(vec_bi[2, 2]) > 1 - 1e-8
assert bright_bi[2] > 0.1 and max(bright_bi[:2]) < 1e-14
_, _, bright_aniso = modes_and_brightness(np.diag([0.015, 0.005, -0.0077]))
assert bright_aniso[2] > 0.1 and max(bright_aniso[:2]) < 1e-14
sheared = biaxial.copy()
sheared[0, 2] = sheared[2, 0] = 0.002
_, _, bright_shear = modes_and_brightness(sheared)
shear_leak = sum(bright_shear[:2]) / bright_shear[2]
assert shear_leak > 1e-3

# --- Angular law of the singlet, using the tensors of the strained model
strained_tensors = raman_tensors(biaxial)
d_strained = strained_tensors[2, 0, 1]
rng = np.random.default_rng(3)
for phi_i, phi_s in rng.uniform(0, 2 * np.pi, (20, 2)):
    e_i = np.array([np.cos(phi_i), np.sin(phi_i), 0])
    e_s = np.array([np.cos(phi_s), np.sin(phi_s), 0])
    amp = np.einsum('a,kab,b->k', e_s, strained_tensors, e_i)
    assert np.allclose(amp[:2], 0, atol=1e-8)
    assert np.isclose(amp[2]**2, d_strained**2 * np.sin(phi_i + phi_s)**2, atol=1e-8)
    no_analyser = np.sum((strained_tensors[2] @ e_i)[:2] ** 2)
    assert np.isclose(no_analyser, d_strained**2, atol=1e-8)

# --- Invariant tensors, without assuming symmetry in the two light indices
C2Z = np.diag([-1., -1., 1.])
C2X = np.diag([1., -1., -1.])
S4Z = np.array([[0., -1, 0], [1, 0, 0], [0, 0, -1]])
C3 = np.array([[0., 0, 1], [1, 0, 0], [0, 1, 0]])


def maps_bonds(op, strain):
    b = BONDS @ (I3 + strain).T
    return all(np.min(np.linalg.norm(b - op @ v, axis=1)) < 1e-12 for v in b)


def invariant_tensors(operations):
    rows = np.vstack([np.kron(np.kron(g, g), g) - np.eye(27) for g in operations])
    _, singular, vh = np.linalg.svd(rows)
    return vh[singular < 1e-10].reshape(-1, 3, 3, 3)


assert all(maps_bonds(g, np.zeros((3, 3))) for g in (S4Z, C3))
assert all(maps_bonds(g, biaxial) for g in (S4Z, C2X)) and not maps_bonds(C3, biaxial)
assert maps_bonds(C2Z, np.diag([0.015, 0.005, -0.0077])) and not maps_bonds(C2Z, sheared)
cubic = invariant_tensors([S4Z, C3])
tetragonal = invariant_tensors([S4Z, C2X])
twofold = invariant_tensors([C2Z])
assert len(cubic) == 1 and len(tetragonal) == 3
assert np.max(np.abs(twofold[:, :2, :2, :2])) < 1e-12
assert np.max(np.abs(twofold[:, :2, :2, 2])) > 0.1

# --- Linear secular formula: p, q from uniaxial strain, tested on other strains
small = 1e-4
zero = np.zeros((3, 3))
k_zero = hessian(np.zeros(3), zero)
response = (hessian(np.zeros(3), np.diag([0, 0, small])) - k_zero) / small
p_model, q_model = response[2, 2], response[0, 0]
ex, ey, ez = small, small, -0.77 * small
change = hessian(np.zeros(3), np.diag([ex, ey, ez])) - k_zero
assert np.isclose(change[2, 2], p_model * ez + q_model * (ex + ey), rtol=5e-3)
assert np.isclose(change[0, 0], p_model * ex + q_model * (ey + ez), rtol=5e-3)
change_aniso = hessian(np.zeros(3), np.diag([1.5 * small, 0.5 * small, ez])) - k_zero
assert np.isclose(change_aniso[2, 2], change[2, 2], rtol=5e-3)
assert abs(change_aniso[0, 0] - change_aniso[1, 1]) > 0.1 * abs(change[2, 2])

# --- Worked example: round parameters in the regime of strained silicon
omega0, p_rel, q_rel = 520.0, -1.8, -2.3
C11, C12, e_par = 165.0, 64.0, 0.01
e_perp = -2 * C12 / C11 * e_par


def elastic_energy(ezz):
    return (C11 * (2 * e_par**2 + ezz**2) / 2 + C12 * (e_par**2 + 2 * e_par * ezz))


parabola = np.polyfit([-0.02, 0, 0.02], [elastic_energy(t) for t in (-0.02, 0, 0.02)], 2)
assert np.isclose(-parabola[1] / (2 * parabola[0]), e_perp, rtol=1e-8)
stress = (C11 + C12 - 2 * C12**2 / C11) * e_par
lam_s = p_rel * e_perp + 2 * q_rel * e_par
lam_d = p_rel * e_par + q_rel * (e_par + e_perp)
omega_s, omega_d = omega0 * np.sqrt(1 + lam_s), omega0 * np.sqrt(1 + lam_d)
linear_s, linear_d = omega0 * lam_s / 2, omega0 * lam_d / 2
slope = linear_s / (100 * e_par)
curvature = omega_s - omega0 - linear_s
split = omega_d - omega_s

# --- Finite aperture: transmitted vector fields, uniform pupil
wavelength, N = 364.0, 6.5 + 2.7j
R = np.zeros((3, 3, 3))
for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    R[a, b, c] = R[a, c, b] = 1.0


def field_moments(NA, pol):
    x, w = np.polynomial.legendre.leggauss(40)
    phi = np.arange(64) * 2 * np.pi / 64
    s, f = np.meshgrid(NA * (x + 1) / 2, phi, indexing='ij')
    c, kz = np.sqrt(1 - s**2), np.sqrt(N**2 - s**2)
    t_s = 2 * c / (c + kz)
    t_p = 2 * c * N / (N**2 * c + kz)
    amp_p = t_p * (pol[0] * np.cos(f) + pol[1] * np.sin(f))
    amp_s = t_s * (-pol[0] * np.sin(f) + pol[1] * np.cos(f))
    E = np.array([amp_p * kz / N * np.cos(f) - amp_s * np.sin(f),
                  amp_p * kz / N * np.sin(f) + amp_s * np.cos(f), -amp_p * s / N])
    weight = w[:, None] * s / c
    return np.einsum('aij,bij,ij->ab', E, E.conj(), weight)


def aperture_intensities(NA):
    """Doublet and singlet, crossed then parallel, relative to crossed singlet."""
    mx, my = field_moments(NA, (1, 0)), field_moments(NA, (0, 1))
    cross = np.einsum('kab,kcd,ac,bd->k', R, R, my, mx).real
    para = np.einsum('kab,kcd,ac,bd->k', R, R, mx, mx).real
    return (cross[0] + cross[1]) / cross[2], (para[0] + para[1]) / cross[2], para[2] / cross[2]


def leading_doublet(NA):
    return NA**2 / (2 * abs(N)**2)


def leading_singlet_parallel(NA):
    return NA**4 * abs(1 - 2 / N)**2 / 48


tiny = aperture_intensities(0.05)
assert np.isclose(tiny[0], leading_doublet(0.05), rtol=0.02)
assert np.isclose(tiny[1], leading_doublet(0.05), rtol=0.02)
assert np.isclose(tiny[2], leading_singlet_parallel(0.05), rtol=0.02)
mid, high = aperture_intensities(0.5), aperture_intensities(0.9)

# --- Pull of the unresolved peak by the weak doublet
width = 3.0


def line(x):
    return 1 / (1 + 4 * x**2 / width**2)


peak = minimize_scalar(lambda x: -line(x) - high[0] * line(x - split),
                       bounds=(-1, 1), method='bounded', options={'xatol': 1e-9}).x
pull = high[0] * split / (1 + 4 * split**2 / width**2)**2
assert np.isclose(peak, pull, rtol=0.05)

# --- Miscut: polarizations in a plane tilted about y
miscut = np.radians(2.0)
tilt = np.array([[np.cos(miscut), 0, np.sin(miscut)], [0, 1, 0],
                 [-np.sin(miscut), 0, np.cos(miscut)]])
amp = np.einsum('a,kab,b->k', tilt @ I3[1], R, tilt @ I3[0])
miscut_leak = (amp[0]**2 + amp[1]**2) / amp[2]**2
assert np.isclose(miscut_leak, np.tan(miscut)**2, rtol=1e-10)

# --- Other neglected effects, from rough round inputs
thickness, lattice, band_drop = 15.0, 0.54, 110.0
heating, thermal_slope = 10.0, -0.02
depth = wavelength / (4 * np.pi * N.imag)
below = np.exp(-2 * thickness / depth)
thermal_shift = heating * thermal_slope
confinement = -band_drop * np.sin(np.pi * lattice / (4 * thickness))**2


def show(label, value, unit='', fmt='.4g'):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("Model check, in-plane doublet/singlet with 0.2% xz shear", shear_leak)
show("Independent invariant tensors, cubic", len(cubic), fmt='d')
show("Independent invariant tensors, biaxial", len(tetragonal), fmt='d')
show("Input unstrained phonon", omega0, "cm^-1")
show("Input p/omega0^2", p_rel)
show("Input q/omega0^2", q_rel)
show("Input C11", C11, "GPa")
show("Input C12", C12, "GPa")
show("Input in-plane strain", 100 * e_par, "%")
show("Out-of-plane strain", 100 * e_perp, "%")
show("Biaxial stress", stress, "GPa")
show("Singlet lambda/omega0^2", lam_s)
show("Doublet lambda/omega0^2", lam_d)
show("Singlet linear shift", linear_s, "cm^-1", '.3f')
show("Doublet linear shift", linear_d, "cm^-1", '.3f')
show("Singlet frequency", omega_s, "cm^-1", '.3f')
show("Doublet frequency", omega_d, "cm^-1", '.3f')
show("Doublet minus singlet", split, "cm^-1", '.3f')
show("Singlet sensitivity per 1% strain", slope, "cm^-1", '.3f')
show("Singlet sensitivity per GPa", linear_s / stress, "cm^-1", '.3f')
show("Square-root curvature correction", curvature, "cm^-1", '.3f')
show("Input wavelength", wavelength, "nm")
show("Input index, real part", N.real)
show("Input index, imaginary part", N.imag)
show("Crossed doublet/singlet, NA 0.9, leading formula", leading_doublet(0.9))
show("Crossed doublet/singlet, NA 0.9, quadrature", high[0])
show("Crossed doublet/singlet, NA 0.5, quadrature", mid[0])
show("Parallel doublet/crossed singlet, NA 0.5", mid[1])
show("Parallel singlet/crossed singlet, NA 0.5", mid[2])
show("Parallel doublet/crossed singlet, NA 0.9", high[1])
show("Parallel singlet/crossed singlet, NA 0.9", high[2])
show("Input line width (FWHM)", width, "cm^-1")
show("Peak pull by doublet, NA 0.9, numerical", peak, "cm^-1")
show("Peak pull by doublet, NA 0.9, formula", pull, "cm^-1")
show("Strain error from peak pull", peak / slope, "% strain")
show("Input miscut", np.degrees(miscut), "degrees")
show("Doublet/singlet from miscut", miscut_leak)
show("Input film thickness", thickness, "nm")
show("Intensity absorption depth", depth, "nm")
show("Round-trip light fraction from below film", below)
show("Input laser heating", heating, "K")
show("Input thermal slope", thermal_slope, "cm^-1/K")
show("Thermal shift", thermal_shift, "cm^-1")
show("Apparent strain from heating", thermal_shift / slope, "% strain")
show("Input lattice constant", lattice, "nm")
show("Input phonon band drop to zone edge", band_drop, "cm^-1")
show("Confinement shift", confinement, "cm^-1")
show("Apparent strain from confinement", confinement / slope, "% strain")
print("success")
```

Running it gives:

```
Model check, in-plane doublet/singlet with 0.2% xz shear: 0.01196
Independent invariant tensors, cubic: 1
Independent invariant tensors, biaxial: 3
Input unstrained phonon: 520 cm^-1
Input p/omega0^2: -1.8
Input q/omega0^2: -2.3
Input C11: 165 GPa
Input C12: 64 GPa
Input in-plane strain: 1 %
Out-of-plane strain: -0.7758 %
Biaxial stress: 1.794 GPa
Singlet lambda/omega0^2: -0.03204
Doublet lambda/omega0^2: -0.02316
Singlet linear shift: -8.329 cm^-1
Doublet linear shift: -6.021 cm^-1
Singlet frequency: 511.603 cm^-1
Doublet frequency: 513.944 cm^-1
Doublet minus singlet: 2.341 cm^-1
Singlet sensitivity per 1% strain: -8.329 cm^-1
Singlet sensitivity per GPa: -4.644 cm^-1
Square-root curvature correction: -0.068 cm^-1
Input wavelength: 364 nm
Input index, real part: 6.5
Input index, imaginary part: 2.7
Crossed doublet/singlet, NA 0.9, leading formula: 0.008175
Crossed doublet/singlet, NA 0.9, quadrature: 0.01112
Crossed doublet/singlet, NA 0.5, quadrature: 0.002706
Parallel doublet/crossed singlet, NA 0.5: 0.002706
Parallel singlet/crossed singlet, NA 0.5: 0.0008937
Parallel doublet/crossed singlet, NA 0.9: 0.01112
Parallel singlet/crossed singlet, NA 0.9: 0.01923
Input line width (FWHM): 3 cm^-1
Peak pull by doublet, NA 0.9, numerical: 0.002209 cm^-1
Peak pull by doublet, NA 0.9, formula: 0.002206 cm^-1
Strain error from peak pull: -0.0002653 % strain
Input miscut: 2 degrees
Doublet/singlet from miscut: 0.001219
Input film thickness: 15 nm
Intensity absorption depth: 10.73 nm
Round-trip light fraction from below film: 0.06103
Input laser heating: 10 K
Input thermal slope: -0.02 cm^-1/K
Thermal shift: -0.2 cm^-1
Apparent strain from heating: 0.02401 % strain
Input lattice constant: 0.54 nm
Input phonon band drop to zone edge: 110 cm^-1
Confinement shift: -0.08791 cm^-1
Apparent strain from confinement: 0.01055 % strain
success
```
